# Operation counts in closed-shell CCSD and the quarter-cost ladder: test program

```python
"""
Result under test: operation counts of the closed-shell CCSD doubles residual.
  o, v : numbers of doubly occupied and virtual spatial orbitals
  particle ladder o^2 v^4, hole ladder 2 o^4 v^2, rings 4 o^3 v^3,
  Fock-type terms 2 o^2 v^3 + 2 o^3 v^2.
Symmetric and antisymmetric pair combinations reduce the particle ladder to
(o^2 v^4 + o^2 v^2 + 2 o v^3)/4.
One operation = one product of two tensor elements (with its addition).
Arrays: t1[i,a], t2[i,j,a,b], g[p,q,r,s] = (pq|rs) in charge-cloud order.
"""
from itertools import combinations
import numpy as np
from pyscf import gto, scf, cc, ao2mo


class Counted:
    """A number that registers each product with another Counted number."""
    __slots__ = ("x",)
    products = 0

    def __init__(self, x):
        self.x = x

    def __add__(self, y):
        return Counted(self.x + getattr(y, "x", y))
    __radd__ = __add__

    def __sub__(self, y):
        return Counted(self.x - getattr(y, "x", y))

    def __rsub__(self, y):
        return Counted(getattr(y, "x", y) - self.x)

    def __neg__(self):
        return Counted(-self.x)

    def __mul__(self, y):
        if isinstance(y, Counted):
            Counted.products += 1
            return Counted(self.x * y.x)
        return Counted(self.x * y)      # numerical prefactor: not counted
    __rmul__ = __mul__


as_counted = np.frompyfunc(Counted, 1, 1)


def contract(spec, A, B):
    """Pairwise contraction over all letters common to both inputs."""
    inputs, out = spec.split("->")
    a, b = inputs.split(",")
    shared = [x for x in a if x in b]
    C = np.tensordot(A, B, axes=([a.index(x) for x in shared],
                                 [b.index(x) for x in shared]))
    free = [x for x in a + b if x not in shared]
    return C.transpose([free.index(x) for x in out])


def add_pair_exchange(X):
    return X + X.transpose(1, 0, 3, 2)


def dress(h, g, t1):
    """Integrals and Fock matrix of exp(-T1) H exp(T1)."""
    o = t1.shape[0]
    X, Y = np.eye(len(h)), np.eye(len(h))
    X[o:, :o] = -t1.T
    Y[:o, o:] = t1
    hd = X @ h @ Y.T
    gd = np.einsum("pP,qQ,rR,sS,PQRS->pqrs", X, Y, X, Y, g, optimize=True)
    F = (hd + 2 * np.einsum("pqkk->pq", gd[:, :, :o, :o])
         - np.einsum("pkkq->pq", gd[:, :o, :o, :]))
    return gd, F


def doubles_terms(t, g, F):
    """Terms of the doubles residual and the products executed in each."""
    o = t.shape[0]
    O, V = slice(0, o), slice(o, None)
    u = 2 * t - t.transpose(0, 1, 3, 2)
    ovov = g[O, V, O, V]
    terms, cost = {}, {}

    def store(name, value, start):
        terms[name] = value
        cost[name] = Counted.products - start

    n = Counted.products
    store("driver", g[V, O, V, O].transpose(1, 3, 0, 2), n)

    n = Counted.products
    store("particle ladder",
          contract("acbd,ijcd->ijab", g[V, V, V, V], t), n)

    n = Counted.products
    hole = g[O, O, O, O] + contract("kcld,ijcd->kilj", ovov, t)
    store("hole ladder", contract("kilj,klab->ijab", hole, t), n)

    n = Counted.products
    L = 2 * ovov - ovov.transpose(0, 3, 2, 1)
    M = 2 * g[V, O, O, V] - g[V, V, O, O].transpose(0, 3, 2, 1)
    M = M + 0.5 * contract("ilad,ldkc->aikc", u, L)
    store("direct ring", 0.5 * add_pair_exchange(
        contract("aikc,jkbc->ijab", M, u)), n)

    n = Counted.products
    N = g[O, O, V, V] - 0.5 * contract("liad,kdlc->kiac", t, ovov)
    Y = contract("kiac,kjbc->ijab", N, t)
    store("exchange ring",
          -add_pair_exchange(0.5 * Y + Y.transpose(1, 0, 2, 3)), n)

    n = Counted.products
    Fvv = F[V, V] - contract("klbd,ldkc->bc", u, ovov)
    Foo = F[O, O] + contract("ljcd,kdlc->kj", u, ovov)
    store("Fock terms", add_pair_exchange(
        contract("ijac,bc->ijab", t, Fvv)
        - contract("ikab,kj->ijab", t, Foo)), n)
    return terms, cost


def folded_ladder(W, T):
    """sum_cd W[a,b,c,d] T[i,j,c,d] from + and - combinations.
    Needs W[a,b,c,d] = W[b,a,d,c] and T[i,j,c,d] = T[j,i,d,c]."""
    total = 0
    for sign, shift in ((1, 0), (-1, -1)):
        i, j = np.tril_indices(T.shape[0], shift)
        a, b = np.tril_indices(W.shape[0], shift)
        c, d = np.tril_indices(W.shape[2], shift)
        I, J, A, B = i[:, None], j[:, None], a[:, None], b[:, None]
        Ws = W[A, B, c, d] + sign * W[A, B, d, c]
        Ts = T[I, J, c, d] + sign * T[I, J, d, c]
        Ts = Ts * np.where(c == d, 0.5, 1.0)
        block = np.dot(Ts, Ws.T)
        S = np.zeros(T.shape[:2] + W.shape[:2], dtype=T.dtype)
        S[I, J, a, b] = block
        S[J, I, b, a] = block
        S[I, J, b, a] = sign * block
        S[J, I, a, b] = sign * block
        total = total + 0.5 * S
    return total


def folded_hole_ladder(t, g):
    o = t.shape[0]
    O, V = slice(0, o), slice(o, None)
    inner = folded_ladder(g[O, V, O, V].transpose(0, 2, 1, 3), t)
    inner = inner + g[O, O, O, O].transpose(1, 3, 0, 2)
    return folded_ladder(t.transpose(2, 3, 0, 1), inner)


def dressed_ladder_integrals(g, t1):
    """Dressed (ac|bd) from bare integrals with one large contraction."""
    o = t1.shape[0]
    O, V = slice(0, o), slice(o, None)
    inner = g[O, V, V, V] - 0.5 * contract(
        "kcld,lb->kcbd", g[O, V, O, V], t1)
    half = contract("ka,kcbd->acbd", t1, inner)
    return g[V, V, V, V] - half - half.transpose(2, 3, 0, 1)


def predicted(o, v):
    """Derived counting formulas."""
    return {"driver": 0,
            "particle ladder": o**2 * v**4,
            "hole ladder": 2 * o**4 * v**2,
            "direct ring": 2 * o**3 * v**3,
            "exchange ring": 2 * o**3 * v**3,
            "Fock terms": 2 * o**2 * v**3 + 2 * o**3 * v**2}


def predicted_folded(o, v):
    particle = (o**2 * v**4 + o**2 * v**2 + 2 * o * v**3) // 4
    hole = (o**4 * v**2 + o**2 * v**2 + 2 * o**3 * v) // 2
    return particle, hole


def random_system(o, v, rng):
    n = o + v
    h = rng.normal(size=(n, n))
    h = h + h.T
    g = 0.2 * rng.normal(size=(n, n, n, n))
    g = g + g.transpose(1, 0, 2, 3)
    g = g + g.transpose(0, 1, 3, 2)
    g = g + g.transpose(2, 3, 0, 1)
    t1 = 0.2 * rng.normal(size=(o, v))
    t2 = add_pair_exchange(0.1 * rng.normal(size=(o, o, v, v)))
    return h, g, t1, t2


def residual_from_definition(h, g, t1, t2):
    """Project exp(-T) H exp(T)|0> on opposite-spin double excitations,
    using matrices in the space of all determinants with equal spins."""
    o, v = t1.shape
    n = o + v
    strings = list(combinations(range(n), o))
    where = {s: k for k, s in enumerate(strings)}
    m = len(strings)
    A = np.zeros((n, n, m, m))          # a+_p a_q for one spin
    for s in strings:
        for q in s:
            rest = tuple(x for x in s if x != q)
            for p in range(n):
                if p in rest:
                    continue
                sign = (-1) ** (s.index(q) + sum(x < p for x in rest))
                new = tuple(sorted(rest + (p,)))
                A[p, q, where[new], where[s]] = sign
    one = np.eye(m)
    E = np.array([[np.kron(A[p, q], one) + np.kron(one, A[p, q])
                   for q in range(n)] for p in range(n)])
    h_eff = h - 0.5 * np.einsum("pqqs->ps", g)
    H = np.tensordot(h_eff, E, axes=2)
    for p in range(n):
        for q in range(n):
            H += 0.5 * E[p, q] @ np.tensordot(g[p, q], E, axes=2)
    T = np.zeros_like(H)
    for i in range(o):
        for a in range(v):
            T += t1[i, a] * E[o + a, i]
            partner = sum(t2[i, j, a, b] * E[o + b, j]
                          for j in range(o) for b in range(v))
            T += 0.5 * E[o + a, i] @ partner

    def exponential_on(M, vec):
        total, term = vec.copy(), vec.copy()
        for k in range(1, 2 * o + 1):   # series ends: T only excites
            term = M @ term / k
            total = total + term
        return total

    ref = np.zeros(m * m)
    ref[0] = 1.0
    state = exponential_on(-T, H @ exponential_on(T, ref)).reshape(m, m)
    single = np.array([[A[o + a, i][:, 0] for a in range(v)]
                       for i in range(o)])
    return np.einsum("iax,xy,jby->ijab", single, state, single,
                     optimize=True)


rng = np.random.default_rng(7)

# Residual formula against its operator definition
h, g, t1, t2 = random_system(3, 3, rng)
gd, F = dress(h, g, t1)
terms, _ = doubles_terms(t2, gd, F)
exact_projection = residual_from_definition(h, g, t1, t2)
formula_error = np.max(np.abs(sum(terms.values()) - exact_projection))
assert formula_error < 1e-9
for name, value in terms.items():       # every term matters in this test
    assert np.max(np.abs(value)) > 1e-3, name

# Folding against the unrestricted sum, with dressed integrals
V = slice(3, None)
W = gd[V, V, V, V].transpose(0, 2, 1, 3)
assert np.max(np.abs(W - W.transpose(1, 0, 3, 2))) < 1e-11
bra_ket_asymmetry = np.max(np.abs(W - W.transpose(2, 3, 0, 1)))
assert bra_ket_asymmetry > 1e-2         # only pair exchange is left
fold_error = np.max(np.abs(folded_ladder(W, t2) - terms["particle ladder"]))
assert fold_error < 1e-11
assert np.allclose(folded_hole_ladder(t2, gd), terms["hole ladder"],
                   atol=1e-11)
W_bad = rng.normal(size=W.shape)        # no pair-exchange symmetry
full_bad = np.einsum("abcd,ijcd->ijab", W_bad, t2)
broken_fold = np.max(np.abs(folded_ladder(W_bad, t2) - full_bad))
assert broken_fold > 1e-2
assert np.allclose(dressed_ladder_integrals(g, t1), gd[V, V, V, V],
                   atol=1e-11)

# Products really executed against the counting formulas
sizes_tested = 0
for o in range(2, 5):
    for v in range(2, 6):
        h, g, t1, t2 = random_system(o, v, rng)
        gd, F = dress(h, g, t1)
        tc, gc, Fc = as_counted(t2), as_counted(gd), as_counted(F)
        _, cost = doubles_terms(tc, gc, Fc)
        assert cost == predicted(o, v), (o, v, cost)
        V = slice(o, None)
        start = Counted.products
        folded_ladder(gc[V, V, V, V].transpose(0, 2, 1, 3), tc)
        particle_cost = Counted.products - start
        start = Counted.products
        folded_hole_ladder(tc, gc)
        hole_cost = Counted.products - start
        assert (particle_cost, hole_cost) == predicted_folded(o, v)
        start = Counted.products
        dressed_ladder_integrals(as_counted(g), as_counted(t1))
        dressing_cost = Counted.products - start
        assert dressing_cost == o * v**4 + o**2 * v**3
        sizes_tested += 1
        if (o, v) == (3, 4):
            sample = dict(cost)
            sample["folded particle ladder"] = particle_cost
            sample["folded hole ladder"] = hole_cost
            sample["dressing of (ac|bd)"] = dressing_cost

print(f"max error of residual vs operator definition: {formula_error:.1e}")
print(f"max error of folded ladder: {fold_error:.1e}")
print(f"folding error without pair symmetry: {broken_fold:.2f}")
print(f"sizes (o,v) with exact count agreement: {sizes_tested}")
print("Executed products for o = 3, v = 4:")
for name, value in sample.items():
    print(f"  {name}: {value}")

# Water: converged CCSD amplitudes must annul the residual
bond, angle = 0.96, 104.5
half_angle = np.radians(angle / 2)
y, z = bond * np.sin(half_angle), bond * np.cos(half_angle)
geometry = [["O", (0.0, 0.0, 0.0)], ["H", (0.0, y, z)], ["H", (0.0, -y, z)]]
mol = gto.M(atom=geometry, basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
solver = cc.CCSD(mf)
solver.conv_tol, solver.conv_tol_normt, solver.max_cycle = 1e-10, 1e-8, 100
solver.kernel()
assert mf.converged and solver.converged
C = mf.mo_coeff
h = C.T @ mf.get_hcore() @ C
g = ao2mo.restore(1, ao2mo.kernel(mol, C), C.shape[1])
t1, t2 = np.asarray(solver.t1), np.asarray(solver.t2)
gd, F = dress(h, g, t1)
terms, _ = doubles_terms(t2, gd, F)
water_residual = np.max(np.abs(sum(terms.values())))
assert water_residual < 1e-5            # limited by amplitude convergence
o = t1.shape[0]
V = slice(o, None)
water_fold = np.max(np.abs(folded_ladder(
    gd[V, V, V, V].transpose(0, 2, 1, 3), t2) - terms["particle ladder"]))
assert water_fold < 1e-11

print(f"Water: O-H {bond} angstrom, angle {angle} degrees, all electrons")
print(f"RHF/cc-pVDZ energy: {mf.e_tot:.6f} hartree")
print(f"CCSD/cc-pVDZ correlation energy: {solver.e_corr:.6f} hartree")
print(f"largest doubles residual: {water_residual:.1e} hartree")
print(f"largest folding error in water: {water_fold:.1e} hartree")

for basis in ("cc-pVDZ", "cc-pVTZ", "cc-pVQZ"):
    m = gto.M(atom=geometry, basis=basis, unit="Angstrom", verbose=0)
    o = m.nelectron // 2
    v = m.nao_nr() - o
    plain = predicted(o, v)
    particle, hole = predicted_folded(o, v)
    rings = plain["direct ring"] + plain["exchange ring"]
    total_plain = sum(plain.values())
    total_folded = particle + hole + rings + plain["Fock terms"]
    print(f"{basis}: o = {o}, v = {v}, v/o = {v / o:.1f}; operations:")
    print(f"  ladder plain {plain['particle ladder']:.4e}, "
          f"folded {particle:.4e}, ratio {particle / (o**2 * v**4):.4f}")
    print(f"  rings {rings:.4e}, folded ladder/rings {particle / rings:.3f}")
    print(f"  hole ladder plain {plain['hole ladder']:.3e}, "
          f"folded {hole:.3e}; Fock terms {plain['Fock terms']:.3e}")
    print(f"  total plain {total_plain:.4e}, folded {total_folded:.4e}, "
          f"ratio {total_folded / total_plain:.3f}")
    print(f"  dressing of (ac|bd), not in totals: "
          f"{o * v**4 + o**2 * v**3:.3e}")

o = mol.nelectron // 2
v_plain = next(v for v in range(2, 1000)
               if o**2 * v**4 >= 4 * o**3 * v**3)
v_folded = next(v for v in range(2, 1000)
                if predicted_folded(o, v)[0] >= 4 * o**3 * v**3)
print(f"o = {o}: plain ladder reaches the rings at v = {v_plain}")
print(f"o = {o}: folded ladder reaches the rings at v = {v_folded}")
print("finished without a failed check")
```

Printed output:

```
max error of residual vs operator definition: 2.0e-15
max error of folded ladder: 3.3e-16
folding error without pair symmetry: 2.95
sizes (o,v) with exact count agreement: 12
Executed products for o = 3, v = 4:
  driver: 0
  particle ladder: 2304
  hole ladder: 2592
  direct ring: 3456
  exchange ring: 3456
  Fock terms: 2016
  folded particle ladder: 708
  folded hole ladder: 828
  dressing of (ac|bd): 1344
Water: O-H 0.96 angstrom, angle 104.5 degrees, all electrons
RHF/cc-pVDZ energy: -76.026654 hartree
CCSD/cc-pVDZ correlation energy: -0.213480 hartree
largest doubles residual: 2.7e-09 hartree
largest folding error in water: 1.1e-16 hartree
cc-pVDZ: o = 5, v = 19, v/o = 3.8; operations:
  ladder plain 3.2580e+06, folded 8.3391e+05, ratio 0.2560
  rings 3.4295e+06, folded ladder/rings 0.243
  hole ladder plain 4.512e+05, folded 1.197e+05; Fock terms 4.332e+05
  total plain 7.5720e+06, folded 4.8163e+06, ratio 0.636
  dressing of (ac|bd), not in totals: 8.231e+05
cc-pVTZ: o = 5, v = 53, v/o = 10.6; operations:
  ladder plain 1.9726e+08, folded 4.9705e+07, ratio 0.2520
  rings 7.4438e+07, folded ladder/rings 0.668
  hole ladder plain 3.511e+06, folded 9.196e+05; Fock terms 8.146e+06
  total plain 2.8336e+08, folded 1.3321e+08, ratio 0.470
  dressing of (ac|bd), not in totals: 4.317e+07
cc-pVQZ: o = 5, v = 110, v/o = 22.0; operations:
  ladder plain 3.6602e+09, folded 9.1847e+08, ratio 0.2509
  rings 6.6550e+08, folded ladder/rings 1.380
  hole ladder plain 1.512e+07, folded 3.946e+06; Fock terms 6.958e+07
  total plain 4.4104e+09, folded 1.6575e+09, ratio 0.376
  dressing of (ac|bd), not in totals: 7.653e+08
o = 5: plain ladder reaches the rings at v = 20
o = 5: folded ladder reaches the rings at v = 80
finished without a failed check
```
